# Brillouin Shift in Backscattering from a Porous Low-k Film: a program that tests the result

```python
# Result under test: the Brillouin shift in backscattering is
#     shift = 2 * index * speed / wavelength
# index: refractive index of the film; speed: longitudinal sound speed (m/s);
# wavelength: vacuum wavelength of the light (m). Frequencies are in Hz.
# Independent roads: diagonalized film modes with explicit light overlap,
# numerical solution of the conservation laws, and the full elastic tensor.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

index, speed, wavelength = 1.35, 3500.0, 532e-9
density, poisson = 1200.0, 0.25          # kg/m3, dimensionless (rough)
pore, aperture = 2e-9, 0.10              # m, dimensionless (rough)
silicon_index, temperature = 4.15, 300.0  # rough index at 532 nm; K

k_light = 2 * np.pi * index / wavelength
q_sound = 2 * k_light
shift = 2 * index * speed / wavelength

# Exact energy and momentum conservation; sign +1 Stokes, -1 anti-Stokes
laser = const.c / wavelength
ratio = index * speed / const.c
exact = {}
for sign in (1, -1):
    def mismatch(f):
        k_sum = index * (laser + (laser - sign * f)) / const.c
        return f - speed * k_sum
    exact[sign] = brentq(mismatch, 1e9, 1e11)
    assert abs(exact[sign] - shift / (1 + sign * ratio)) < 10.0
    assert abs(exact[sign] - shift) < 1e6

# Wave-vector difference for random pairs of light directions
rng = np.random.default_rng(3)
for _ in range(20):
    a, b = rng.normal(size=(2, 3))
    a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
    angle = np.arccos(a @ b)
    assert np.isclose(np.linalg.norm(a - b), 2 * np.sin(angle / 2))

# Worst rays of the lens: in at one edge, out at the opposite edge
k_vacuum = 2 * np.pi / wavelength
k_side = k_vacuum * aperture             # conserved on refraction
k_normal = np.sqrt(k_light**2 - k_side**2)
ray_in = np.array([k_side, 0, -k_normal])
ray_out = np.array([k_side, 0, k_normal])
edge_shift = speed * np.linalg.norm(ray_in - ray_out) / (2 * np.pi)
inner_angle = np.arcsin(aperture / index)
assert np.isclose(edge_shift, shift * np.cos(inner_angle))


def film_modes(thickness, points, reflection):
    """Frequencies and scattered intensities of equal-energy strain modes.

    Strain vanishes at the free top; its slope vanishes at the clamped bottom.
    reflection is the light amplitude reflected by the substrate.
    """
    step = thickness / (points + 0.5)
    z = step * np.arange(1, points + 1)
    diagonal = np.full(points, 2.0)
    diagonal[-1] = 1.0
    window = (2 * np.pi * np.array([12e9, 24e9]) * step / speed) ** 2
    values, vectors = eigh_tridiagonal(
        diagonal, -np.ones(points - 1), select='v', select_range=tuple(window))
    frequency = np.sqrt(values) * speed / step / (2 * np.pi)
    strain = vectors / np.sqrt(step)     # integral of strain^2 is one
    field = np.exp(1j * k_light * z)
    field = field + reflection * np.exp(1j * k_light * (2 * thickness - z))
    overlap = step * (field**2 @ strain)
    return frequency, np.abs(overlap) ** 2 * 2 / thickness


light_reflection = (index - silicon_index) / (index + silicon_index)
films = []
for thickness, points in ((2e-6, 4000), (12e-6, 12000)):
    spacing = speed / (2 * thickness)
    freq, power = film_modes(thickness, points, 0.0)
    assert np.allclose(np.diff(freq), spacing, rtol=2e-3)
    strongest = freq[np.argmax(power)]
    assert abs(strongest - shift) < 0.55 * spacing
    detuning = (q_sound - 2 * np.pi * freq / speed) * thickness / 2
    envelope = np.sinc(detuning / np.pi) ** 2
    # the counter-running half of each standing wave adds a few percent
    assert np.max(np.abs(power - envelope)) < 0.05
    freq_r, power_r = film_modes(thickness, points, light_reflection)
    strongest_r = freq_r[np.argmax(power_r)]
    assert abs(strongest_r - shift) < 1.05 * spacing
    # half maximum of the phase-matching factor, by explicit averaging
    width = 0.886 * speed / thickness
    depth = (np.arange(20000) + 0.5) * thickness / 20000
    half_detuning = 2 * np.pi * (width / 2) / speed
    half_power = abs(np.mean(np.exp(1j * half_detuning * depth))) ** 2
    assert abs(half_power - 0.5) < 1e-3
    films.append((thickness, spacing, width, strongest, strongest_r))
assert abs(films[1][3] - shift) < abs(films[0][3] - shift)

# Moduli, tested with the full isotropic tensor in an arbitrary direction
c11 = density * speed**2
young = c11 * (1 + poisson) * (1 - 2 * poisson) / (1 - poisson)
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
unit = np.eye(3)
tensor = (lame * np.einsum('ij,kl->ijkl', unit, unit)
          + shear * np.einsum('ik,jl->ijkl', unit, unit)
          + shear * np.einsum('il,jk->ijkl', unit, unit))
direction = np.array([1.0, 2.0, -2.0]) / 3
acoustic = np.einsum('ijkl,j,l->ik', tensor, direction, direction)
fastest = np.sqrt(np.linalg.eigvalsh(acoustic)[-1] / density)
assert np.isclose(fastest, speed)

phonon_mev = const.h * shift / const.e * 1e3
thermal_mev = const.k * temperature / const.e * 1e3
assert phonon_mev < 0.01 * thermal_mev
sound_wavelength = 2 * np.pi / q_sound
index_error = 2 * 0.01 * speed / wavelength

print(f"refractive index: {index:.2f}")
print(f"sound speed: {speed:.0f} m/s")
print(f"vacuum wavelength: {wavelength*1e9:.0f} nm")
print(f"light wavelength in film: {wavelength/index*1e9:.1f} nm")
print(f"light wave number in film: {k_light*1e-9:.5f} rad/nm")
print(f"sound wave number: {q_sound*1e-9:.5f} rad/nm")
print(f"sound wavelength: {sound_wavelength*1e9:.1f} nm")
print(f"Brillouin shift: {shift*1e-9:.3f} GHz")
print(f"Brillouin shift as wave number: {shift/const.c/100:.4f} cm^-1")
print(f"laser frequency: {laser*1e-12:.1f} THz")
print(f"wrong value, index forgotten: {shift/index*1e-9:.2f} GHz")
print(f"wrong value, factor 2 forgotten: {shift/2e9:.2f} GHz")
print(f"n v/c: {ratio:.3e}")
print(f"exact Stokes minus simple: {(exact[1]-shift)*1e-6:.3f} MHz")
print(f"exact anti-Stokes minus simple: {(exact[-1]-shift)*1e-6:.3f} MHz")
print(f"density (rough): {density/1000:.1f} g/cm3")
print(f"Poisson ratio (rough): {poisson:.2f}")
print(f"c11: {c11*1e-9:.1f} GPa")
print(f"Young's modulus: {young*1e-9:.2f} GPa")
print(f"lens numerical aperture (rough): {aperture:.2f}")
print(f"edge-ray angle in film: {np.degrees(inner_angle):.2f} degrees")
print(f"edge-ray change of shift: {(edge_shift-shift)*1e-9:.3f} GHz")
print(f"change for index error 0.01: {index_error*1e-9:.3f} GHz")
print(f"pore diameter (rough): {pore*1e9:.0f} nm")
print(f"pore diameter / sound wavelength: {pore/sound_wavelength:.4f}")
print(f"temperature: {temperature:.0f} K")
print(f"phonon energy: {phonon_mev:.4f} meV")
print(f"thermal energy kT: {thermal_mev:.2f} meV")
print(f"silicon index (rough): {silicon_index:.2f}")
print(f"light amplitude reflected by silicon: {light_reflection:.3f}")
for thickness, spacing, width, strongest, strongest_r in films:
    name = f"{thickness*1e9:.0f} nm film"
    print(f"{name}, thickness / sound wavelength: "
          f"{thickness/sound_wavelength:.1f}")
    print(f"{name}, mode spacing: {spacing*1e-9:.3f} GHz")
    print(f"{name}, envelope full width: {width*1e-9:.3f} GHz")
    print(f"{name}, strongest mode: {strongest*1e-9:.2f} GHz")
    print(f"{name}, strongest mode with reflected light: "
          f"{strongest_r*1e-9:.2f} GHz")
print("all good")
```

Output:

```
refractive index: 1.35
sound speed: 3500 m/s
vacuum wavelength: 532 nm
light wavelength in film: 394.1 nm
light wave number in film: 0.01594 rad/nm
sound wave number: 0.03189 rad/nm
sound wavelength: 197.0 nm
Brillouin shift: 17.763 GHz
Brillouin shift as wave number: 0.5925 cm^-1
laser frequency: 563.5 THz
wrong value, index forgotten: 13.16 GHz
wrong value, factor 2 forgotten: 8.88 GHz
n v/c: 1.576e-05
exact Stokes minus simple: -0.280 MHz
exact anti-Stokes minus simple: 0.280 MHz
density (rough): 1.2 g/cm3
Poisson ratio (rough): 0.25
c11: 14.7 GPa
Young's modulus: 12.25 GPa
lens numerical aperture (rough): 0.10
edge-ray angle in film: 4.25 degrees
edge-ray change of shift: -0.049 GHz
change for index error 0.01: 0.132 GHz
pore diameter (rough): 2 nm
pore diameter / sound wavelength: 0.0102
temperature: 300 K
phonon energy: 0.0735 meV
thermal energy kT: 25.85 meV
silicon index (rough): 4.15
light amplitude reflected by silicon: -0.509
2000 nm film, thickness / sound wavelength: 10.2
2000 nm film, mode spacing: 0.875 GHz
2000 nm film, envelope full width: 1.550 GHz
2000 nm film, strongest mode: 17.94 GHz
2000 nm film, strongest mode with reflected light: 17.94 GHz
12000 nm film, thickness / sound wavelength: 60.9
12000 nm film, mode spacing: 0.146 GHz
12000 nm film, envelope full width: 0.258 GHz
12000 nm film, strongest mode: 17.72 GHz
12000 nm film, strongest mode with reflected light: 17.72 GHz
all good
```
